# The Weak-Charge Matrix Element and the Bouchiat Z³ Law: test program

```python
"""Weak-charge matrix element between s1/2 and p1/2 electron states.
Result under test, in Rydberg units (hbar = 2m = 1, e^2 = 2, c = 2/alpha):
  <s|H_W|p> = i G_F Q_W/(2 sqrt2) * I,  I = int rho (P_s Q_p - Q_s P_p) dr
  I ~ alpha zeta^2 Z^2 K / (2 pi (nu_s nu_p)^(3/2)),   K = K0 F
P, Q: large and small radial functions, psi = (P chi_k, i Q chi_-k)/r.
Z: nuclear charge, zeta: charge seen far outside, E = -zeta^2/nu^2.
K0: relativistic factor of a point Coulomb field taken at nuclear radius R;
F: correction for a uniformly charged sphere.  rho: unit-norm density.
S = sqrt(1 - V0/Z^2): leading effect of the screening shift V0 on the p state.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import simpson, solve_ivp
from scipy.optimize import brentq
from scipy.special import gamma as gamma_function, jv, jvp

ALPHA = sc.fine_structure
BOHR = sc.physical_constants["Bohr radius"][0]
RYD_EV = sc.physical_constants["Rydberg constant times hc in eV"][0]
GF_GEV = sc.physical_constants["Fermi coupling constant"][0]
SIN2 = sc.physical_constants["weak mixing angle"][0]
hbar_c = sc.hbar * sc.c / sc.e                       # eV m
G_F = GF_GEV * 1e-18 * hbar_c**3 / BOHR**3 / RYD_EV   # Ry a0^3
electron_ev = sc.m_e * sc.c**2 / sc.e
assert abs(G_F / (2 * ALPHA * GF_GEV * 1e-18 * electron_ev**2) - 1) < 1e-6

STEP = 0.005          # step of the logarithmic radial grid
N_INSIDE = 1600       # grid intervals inside the nucleus
SLOPE = 1.8           # screening slope at the origin: SLOPE * Z^(1/3)
RANGE = 1.0           # screening range, a0
NEUTRON_RATIO = 1.4   # N/Z of the model nuclei


# ---------- angular reduction, by explicit quadrature ----------
def chi(kappa, u, phi):
    """Spin-angular function with m = 1/2; u = cos(theta)."""
    s = np.sqrt(1 - u * u)
    e = np.exp(1j * phi)
    y00 = np.sqrt(1 / (4 * np.pi)) + 0 * e
    y10 = np.sqrt(3 / (4 * np.pi)) * u + 0 * e
    y11 = -np.sqrt(3 / (8 * np.pi)) * s * e
    y20 = np.sqrt(5 / (16 * np.pi)) * (3 * u * u - 1) + 0 * e
    y21 = -np.sqrt(15 / (8 * np.pi)) * s * u * e
    if kappa == -1:
        return np.array([y00, 0 * e])
    if kappa == 1:
        return np.array([-np.sqrt(1 / 3) * y10, np.sqrt(2 / 3) * y11])
    if kappa == -2:
        return np.array([np.sqrt(2 / 3) * y10, np.sqrt(1 / 3) * y11])
    return np.array([-np.sqrt(2 / 5) * y20, np.sqrt(3 / 5) * y21])


nodes, weights = np.polynomial.legendre.leggauss(10)
phis = 2 * np.pi * np.arange(10) / 10
U, PHI = np.meshgrid(nodes, phis, indexing="ij")
W_ANG = weights[:, None] * 2 * np.pi / 10 + 0 * PHI
r_ball, w_ball = (nodes + 1) / 2, weights / 2
rho_ball = 3 / (4 * np.pi)
trial_s = (r_ball * (1 - 0.2 * r_ball**2), -0.3 * r_ball**2)
trial_p = (0.4 * r_ball**2, 0.7 * r_ball * (1 - 0.1 * r_ball**2))


def full_gamma5(kappa_a, fa, kappa_b, fb):
    total = 0
    for i, r in enumerate(r_ball):
        upper_a = fa[0][i] / r * chi(kappa_a, U, PHI)
        lower_a = 1j * fa[1][i] / r * chi(-kappa_a, U, PHI)
        upper_b = fb[0][i] / r * chi(kappa_b, U, PHI)
        lower_b = 1j * fb[1][i] / r * chi(-kappa_b, U, PHI)
        dens = np.sum(upper_a.conj() * lower_b + lower_a.conj() * upper_b, axis=0)
        total += w_ball[i] * r * r * rho_ball * np.sum(W_ANG * dens)
    return total


radial_trial = np.sum(w_ball * rho_ball
                      * (trial_s[0] * trial_p[1] - trial_s[1] * trial_p[0]))
angular_full = full_gamma5(-1, trial_s, 1, trial_p)
angular_p32 = full_gamma5(-1, trial_s, -2, trial_p)
assert abs(angular_full - 1j * radial_trial) < 1e-12
assert abs(angular_p32) < 1e-12
assert abs(full_gamma5(-1, trial_s, -1, trial_s)) < 1e-12

# sigma.p on (P/r) chi_k must give i (P' + k P/r)/r chi_-k
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])


def upper_cartesian(x, kappa):
    r = np.linalg.norm(x)
    return r * np.exp(-r) * chi(kappa, x[2] / r, np.arctan2(x[1], x[0]))


point = np.array([0.5, 0.3, 0.7])
r_pt = np.linalg.norm(point)
for kappa in (-1, 1):
    left = 0
    for k in range(3):
        d = np.zeros(3)
        d[k] = 1e-4
        grad = (upper_cartesian(point + d, kappa)
                - upper_cartesian(point - d, kappa)) / 2e-4
        left = left - 1j * pauli[k] @ grad
    big_p = r_pt**2 * np.exp(-r_pt)
    slope_p = (2 * r_pt - r_pt**2) * np.exp(-r_pt)
    right = (1j * (slope_p + kappa * big_p / r_pt) / r_pt
             * chi(-kappa, point[2] / r_pt, np.arctan2(point[1], point[0])))
    assert np.max(abs(left - right)) < 1e-6


# ---------- zero-binding Coulomb solutions ----------
def bessel_pair(r, kappa, Z):
    """Solutions for E = 0 with the amplitude B set to one."""
    za = Z * ALPHA
    order = 2 * np.sqrt(1 - za**2)
    x = np.sqrt(8 * Z * r)
    q = kappa * jv(order, x)
    p = -kappa / za * (x / 2 * jvp(order, x) - kappa * jv(order, x))
    return np.array([p, q])


for r in (0.003, 0.05, 0.4):
    Zt, dr = 80, r * 1e-4
    za = Zt * ALPHA
    for kappa in (-1, 1):
        p, q = bessel_pair(r, kappa, Zt)
        dp, dq = (bessel_pair(r + dr, kappa, Zt)
                  - bessel_pair(r - dr, kappa, Zt)) / (2 * dr)
        size = (abs(p) + abs(q)) * (2 / ALPHA + 1 / r)
        assert abs(dp + kappa * p / r - (2 / ALPHA + za / r) * q) < 1e-5 * size
        assert abs(dq - kappa * q / r + za / r * p) < 1e-5 * size
    ps, qs = bessel_pair(r, -1, Zt)
    pp, qp = bessel_pair(r, 1, Zt)
    j2 = jv(2 * np.sqrt(1 - za**2), np.sqrt(8 * Zt * r))**2
    assert abs(ps * qp - qs * pp - 2 * j2 / za) < 1e-10 * (1 + 2 * j2 / za)


# ---------- the derived relativistic factor ----------
def relativistic_factor(Z, R, alpha=ALPHA):
    za = Z * alpha
    g = np.sqrt(1 - za**2)
    k0 = 4 * (2 * Z * R)**(2 * g - 2) / gamma_function(2 * g + 1)**2

    def inner(t, y):
        u = za * (3 - t * t) / 2
        return [y[0] / t + u * y[1], -y[1] / t - u * y[0], y[0]**2 + y[1]**2]

    t0 = 1e-4
    sol = solve_ivp(inner, (t0, 1), [t0, -za * t0**2 / 2, t0**3 / 3],
                    rtol=1e-10, atol=1e-14)
    p1, q1, integral = sol.y[:, -1]
    a = (p1 + (1 - g) * q1 / za) / (2 * g)
    return k0, 3 * integral / (2 * (1 + g) * a * a), g


# ---------- independent Dirac eigenvalue solver ----------
def make_atom(Z, zeta, alpha=ALPHA):
    radius_fm = 1.2 * ((1 + NEUTRON_RATIO) * Z)**(1 / 3)
    R = radius_fm * 1e-15 / BOHR
    n_out = int(np.ceil(np.log(450 / zeta / R) / STEP))
    x = np.log(R) + STEP * np.arange(-N_INSIDE, n_out + 1)
    shift = STEP * np.sqrt(3) / 6
    mid = x[:-1] + STEP / 2
    H = SLOPE * Z**(1 / 3) * RANGE

    def potential(r):
        nuclear = np.where(r < R, -(Z / R) * (3 - (r / R)**2), -2 * Z / r)
        e = np.expm1(r / RANGE)
        return nuclear + 2 * (Z - zeta) / r * H * e / (1 + H * e)

    r = np.exp(x)
    ra, rb = np.exp(mid - shift), np.exp(mid + shift)
    return dict(Z=Z, zeta=zeta, alpha=alpha, c=2 / alpha, R=R, fm=radius_fm,
                r=r, ra=ra, rb=rb, va=potential(ra), vb=potential(rb),
                v_start=potential(r[:1])[0], match=np.searchsorted(r, 5 / zeta),
                v_shift=2 * (Z - zeta) * H / RANGE)


def integrate(atom, kappa, E):
    """Outward and inward solutions (P, cQ) and the level-counting phase."""
    c2, r, m = atom["c"]**2, atom["r"], atom["match"]
    b1 = atom["ra"] * (1 + (E - atom["va"]) / c2)
    b2 = atom["rb"] * (1 + (E - atom["vb"]) / c2)
    c1 = -atom["ra"] * (E - atom["va"])
    c_2 = -atom["rb"] * (E - atom["vb"])
    g = np.sqrt(3) * STEP**2 / 12
    o11 = -kappa * STEP - g * (b1 * c_2 - b2 * c1)
    o12 = STEP / 2 * (b1 + b2) + 2 * g * kappa * (b2 - b1)
    o21 = STEP / 2 * (c1 + c_2) + 2 * g * kappa * (c1 - c_2)
    mu = np.sqrt(o11**2 + o12 * o21 + 0j)
    ch, sh = np.cosh(mu).real, (np.sinh(mu) / mu).real
    A, B, C, D = ch + sh * o11, sh * o12, sh * o21, ch - sh * o11
    w = E - atom["v_start"]
    if kappa == -1:
        p, q = r[0], -r[0]**2 * w / 3
    else:
        p, q = r[0]**2 * (1 + w / c2) / 3, r[0]
    out = [(p, q)]
    for a, b, c, d in zip(*(M[:m].tolist() for M in (A, B, C, D))):
        p, q = a * p + b * q, c * p + d * q
        out.append((p, q))
    p, q = 1e-100, -1e-100 * np.sqrt(-E)
    back = [(p, q)]
    for a, b, c, d in zip(*(M[m:][::-1].tolist() for M in (A, B, C, D))):
        p, q = d * p - b * q, a * q - c * p
        back.append((p, q))
    out, back = np.array(out), np.array(back)
    t_out = np.unwrap(np.arctan2(r[:m + 1] * out[:, 1], out[:, 0]))[-1]
    t_in = np.unwrap(np.arctan2(r[m:][::-1] * back[:, 1], back[:, 0]))[-1]
    return out, back[::-1], (t_in - t_out) / np.pi


def bound_state(atom, kappa, nu_low, extra=0):
    """State number 'extra' (from zero) among those with nu > nu_low."""
    z, m, r = atom["zeta"], atom["match"], atom["r"]
    e_low, e_high = -(z / nu_low)**2, -(z / 12)**2
    target = np.ceil(integrate(atom, kappa, e_low)[2]) + extra
    E = brentq(lambda e: integrate(atom, kappa, e)[2] - target,
               e_low, e_high, xtol=1e-13 * z * z, rtol=1e-13)
    out, back, _ = integrate(atom, kappa, E)
    big = int(abs(r[m] * out[-1, 1]) > abs(out[-1, 0]))
    back = back * (out[-1, big] / back[0, big])
    f = np.vstack([out[:-1], back])
    P, Q = f[:, 0], f[:, 1] / atom["c"]
    norm = np.sqrt(np.sum((P * P + Q * Q) * r) * STEP)
    return P / norm, Q / norm, z / np.sqrt(-E)


def weak_integral(atom, nu_low, extra=0):
    s = bound_state(atom, -1, nu_low, extra)
    p = bound_state(atom, 1, nu_low, extra)
    n = N_INSIDE + 1
    D = (s[0] * p[1] - s[1] * p[0])[:n]
    rho = 3 / (4 * np.pi * atom["R"]**3)
    return simpson(rho * D * atom["r"][:n], dx=STEP), s, p


def law(atom, nu_s, nu_p):
    k0, F, _ = relativistic_factor(atom["Z"], atom["R"], atom["alpha"])
    return (atom["alpha"] * atom["zeta"]**2 * atom["Z"]**2 * k0 * F
            / (2 * np.pi * (nu_s * nu_p)**1.5))


print(f"G_F = {G_F:.5e} Ry a0^3")
print(f"sin^2 theta_W = {SIN2:.5f}")
print(f"angular test: full {angular_full.imag:.8f} i, radial {radial_trial:.8f}")
print(f"angular test, p3/2 partner: {abs(angular_p32):.1e}")

print("One-electron Coulomb field, n = 8: solver / (law*sqrt(1-1/nu_p^2))")
for Z in (20, 50, 80):
    atom = make_atom(Z, Z)
    value, s, p = weak_integral(atom, 7.2)
    ratio = value / (law(atom, s[2], p[2]) * np.sqrt(1 - 1 / p[2]**2))
    print(f"  Z={Z}: ratio {ratio:.4f}")
    assert abs(ratio - 1) < 0.03   # neglected terms are of order 2ZR and 1/nu^2

atom = make_atom(20, 20, ALPHA / 20)
value, s, p = weak_integral(atom, 1.5)
ratio_n2 = value / law(atom, s[2], p[2])
print(f"n = 2, alpha/20: solver/law {ratio_n2:.4f}, "
      f"sqrt(1-1/4) = {np.sqrt(0.75):.4f}")
assert abs(ratio_n2 / np.sqrt(0.75) - 1) < 0.01

print(f"Model atoms: zeta=1, N/Z={NEUTRON_RATIO}, slope={SLOPE} Z^(1/3)/a0, "
      f"range={RANGE} a0")
reduced, factors, screens = {}, {}, {}
for Z in (40, 60, 80):
    atom = make_atom(Z, 1)
    value, s, p = weak_integral(atom, 2.0)
    k0, F, g = relativistic_factor(Z, atom["R"])
    S = np.sqrt(1 - atom["v_shift"] / Z**2)
    formula = law(atom, s[2], p[2])
    N = round(NEUTRON_RATIO * Z)
    Q_W = -N + Z * (1 - 4 * SIN2)
    prefactor = G_F * Q_W / (2 * np.sqrt(2))
    reduced[Z] = abs(prefactor * value) * (s[2] * p[2])**1.5
    factors[Z], screens[Z] = k0 * F, S
    print(f"Z={Z}: N={N}, Q_W={Q_W:.3f}, R={atom['fm']:.3f} fm"
          f" = {atom['R']:.4e} a0")
    print(f"  gamma={g:.5f}, K0={k0:.4f}, F={F:.4f}, K={k0 * F:.4f}")
    print(f"  point-function average 3/(2gamma+1) = {3 / (2 * g + 1):.4f}")
    print(f"  nu_s={s[2]:.4f}, nu_p={p[2]:.4f}, S={S:.4f}")
    print(f"  integral: solver {value:.5e}, law {formula:.5e} a0^-3")
    print(f"  solver/law {value / formula:.4f}, "
          f"solver/(law*S) {value / (formula * S):.4f}")
    print(f"  H_W/i: solver {prefactor * value:.4e}, "
          f"law {prefactor * formula:.4e} Ry")
    assert value > 0
    # leading-order law: quantum-defect slope and higher screening terms remain
    assert abs(value / (formula * S) - 1) < 0.12
    if Z == 60:
        print(f"  H_W/i from solver = {prefactor * value * RYD_EV:.4e} eV")
        series = [value * (s[2] * p[2])**1.5]
        for extra in (1, 2):
            v, s2, p2 = weak_integral(atom, 2.0, extra)
            series.append(v * (s2[2] * p2[2])**1.5)
        print("  integral*(nu_s nu_p)^1.5 along series: "
              + ", ".join(f"{v:.4f}" for v in series) + " a0^-3")
        assert max(series) / min(series) - 1 < 0.10
    if Z == 80:
        inside = slice(0, N_INSIDE + 1)
        D = (s[0] * p[1] - s[1] * p[0])[inside]
        proportion = D / (s[0]**2 + s[1]**2)[inside]
        variation = proportion.max() / proportion.min() - 1
        print(f"  variation of D/(s density) in nucleus: {variation:.2e}")
        assert variation < 0.02


def exponent(data, z1, z2):
    return np.log(data[z2] / data[z1]) / np.log(z2 / z1)


print("Power of Z in |H_W|(nu_s nu_p)^1.5 and in K:")
for pair in ((40, 60), (60, 80)):
    total = exponent(reduced, *pair)
    print(f"  Z {pair[0]}-{pair[1]}: total {total:.3f}, "
          f"K {exponent(factors, *pair):.3f}, S {exponent(screens, *pair):.3f}")
    assert total > 3

slow = {}
for Z in (40, 80):
    atom = make_atom(Z, 1, ALPHA / 20)
    value, s, p = weak_integral(atom, 2.0)
    slow[Z] = value * (s[2] * p[2])**1.5 * Z   # last factor: Q_W grows as Z
power_raw = exponent(slow, 40, 80)
power_clean = power_raw - exponent(screens, 40, 80)
print(f"Same with alpha/20, Z 40-80: {power_raw:.3f}; S removed: {power_clean:.3f}")
assert abs(power_clean - 3) < 0.15

print("all assertions hold")
```

It prints:

```
G_F = 4.44503e-14 Ry a0^3
sin^2 theta_W = 0.22305
angular test: full 0.05188451 i, radial 0.05188451
angular test, p3/2 partner: 9.5e-18
One-electron Coulomb field, n = 8: solver / (law*sqrt(1-1/nu_p^2))
  Z=20: ratio 0.9974
  Z=50: ratio 0.9897
  Z=80: ratio 0.9749
n = 2, alpha/20: solver/law 0.8641, sqrt(1-1/4) = 0.8660
Model atoms: zeta=1, N/Z=1.4, slope=1.8 Z^(1/3)/a0, range=1.0 a0
Z=40: N=56, Q_W=-51.688, R=5.495 fm = 1.0383e-04 a0
  gamma=0.95645, K0=1.7771, F=0.9949, K=1.7680
  point-function average 3/(2gamma+1) = 1.0299
  nu_s=2.8569, nu_p=2.3333, S=0.8366
  integral: solver 1.60477e-01, law 1.90895e-01 a0^-3
  solver/law 0.8407, solver/(law*S) 1.0048
  H_W/i: solver -1.3036e-13, law -1.5507e-13 Ry
Z=60: N=84, Q_W=-77.532, R=6.290 fm = 1.1886e-04 a0
  gamma=0.89905, K0=3.3674, F=0.9834, K=3.3116
  point-function average 3/(2gamma+1) = 1.0722
  nu_s=2.0164, nu_p=2.5050, S=0.8769
  integral: solver 1.08133e+00, law 1.21962e+00 a0^-3
  solver/law 0.8866, solver/(law*S) 1.0110
  H_W/i: solver -1.3176e-12, law -1.4861e-12 Ry
  H_W/i from solver = -1.7926e-11 eV
  integral*(nu_s nu_p)^1.5 along series: 12.2759, 11.8128, 11.7399 a0^-3
Z=80: N=112, Q_W=-103.376, R=6.923 fm = 1.3082e-04 a0
  gamma=0.81191, K0=8.0847, F=0.9544, K=7.7156
  point-function average 3/(2gamma+1) = 1.1434
  nu_s=2.3250, nu_p=2.8033, S=0.8992
  integral: solver 3.15378e+00, law 3.44663e+00 a0^-3
  solver/law 0.9150, solver/(law*S) 1.0176
  H_W/i: solver -5.1237e-12, law -5.5994e-12 Ry
  variation of D/(s density) in nucleus: 3.20e-03
Power of Z in |H_W|(nu_s nu_p)^1.5 and in K:
  Z 40-60: total 4.679, K 1.548, S 0.116
  Z 60-80: total 6.050, K 2.940, S 0.087
Same with alpha/20, Z 40-80: 3.173; S removed: 3.069
all assertions hold
```
